# Phase from a Symmetric Defocus Pair and Its Inverse-Square Noise

If a thin film absorbs almost nothing, a gentle thickness bump on it is almost invisible in a focused transmission electron image. The bump advances the phase of the electron wave but removes hardly any electrons, so the detector, which counts electrons, sees a flat field. If the microscope is refocused to a plane beyond the film, the bump acts as a weak lens and a faint bright patch appears. On the other side of focus the patch is dark. How can the thickness be recovered from these two images, and how well is it known when each pixel holds a finite number of electrons?

## One ripple, worked by hand

Let $z$ run along the beam, with the film's exit plane at $z=0$. Images $I_+$ and $I_-$ are taken in the planes $z=+\Delta z$ (downstream, overfocus) and $z=-\Delta z$ (underfocus). Write the wave as $e^{ikz}\psi$, with $k=2\pi/\lambda$. For small angles $\psi$ varies slowly along $z$, so $\partial^2\psi/\partial z^2$ can be dropped from the wave equation, leaving

$$\frac{\partial\psi}{\partial z}=\frac{i}{2k}\nabla^2\psi ,$$

where $\nabla$ acts in the image plane. A component $e^{2\pi iqx}$ has $\nabla^2\to-4\pi^2q^2$. Over a distance $z$ it is therefore multiplied by $e^{-ia}$, with $a=4\pi^2q^2z/(2k)=\pi\lambda zq^2$.

Take a film that imprints one weak ripple of phase, $\phi=A\cos(2\pi qx)$ with $A\ll1$, on a wave of uniform intensity $I_0$. Then $\psi(0)\approx\sqrt{I_0}\,[1+iA\cos(2\pi qx)]$. The constant part does not change on propagation, and both halves of the cosine acquire the same factor:

$$\psi(z)=\sqrt{I_0}\,[1+iAe^{-ia}\cos(2\pi qx)] .$$

Since $\mathrm{Re}(ie^{-ia})=\sin a$, the intensity to first order in $A$ is

$$I(z)=I_0[1+2A\sin a\,\cos(2\pi qx)] .$$

Reversing $z$ reverses $\sin a$. With $a$ now evaluated at $z=\Delta z$,

$$\frac{I_+-I_-}{I_0}=4A\sin a\,\cos(2\pi qx)\approx4\pi\lambda\Delta z\,q^2A\cos(2\pi qx),\qquad a\ll1 .$$

So a ripple of amplitude $\varepsilon$ in the relative difference image means a phase amplitude $A=\varepsilon/(4\pi\lambda\Delta z\,q^2)$.

Now put in numbers. At 200 kV, $\lambda=2.508$ pm. Choose $\Delta z=100$ µm and a ripple that fits once into a field of $L=512$ nm, so $q=1/L$. The conversion factor is

$$\Gamma=\frac{L^2}{4\pi\lambda\Delta z}=83.18\ \text{rad}.$$

A phase ripple of 0.1 rad gives $\varepsilon=0.1/83.18=0.0012$. A ripple of the same amplitude with a period of 128 nm has four times the frequency. Its factor is $\Gamma/16=5.20$ rad, and its contrast is $\varepsilon=0.019$.

The count noise does not share this dependence on period. Let each image have $P$ pixels with mean count $N$, hence $N_{\rm tot}=NP$ electrons. The cosine amplitude of the relative difference is estimated by

$$\varepsilon=\frac{2}{NP}\sum_j(n_{+,j}-n_{-,j})\cos(2\pi qx_j).$$

For independent Poisson counts in nearly flat images, each difference has variance $2N$, and the squared cosines sum to $P/2$. Therefore

$$\mathrm{Var}\,\varepsilon=\frac{4}{N^2P^2}\cdot2N\cdot\frac P2=\frac{4}{N_{\rm tot}} .$$

With $N_{\rm tot}=1.638\times10^8$, the rms noise is $2/\sqrt{N_{\rm tot}}=1.56\times10^{-4}$ for either ripple. Converted to phase, it becomes $83.18\times1.56\times10^{-4}=0.013$ rad at 512 nm, but $0.0008$ rad at 128 nm. Flat noise has been divided by a signal that falls as $q^2$. Physically, a slow phase variation has little curvature, so it hardly focuses the beam.

## The general equation

For an arbitrary phase write $\psi=\sqrt I\,e^{i\phi}$. From the propagation equation and its complex conjugate,

$$\frac{\partial I}{\partial z}=\psi^*\frac{\partial\psi}{\partial z}+\psi\frac{\partial\psi^*}{\partial z}
=\frac{i}{2k}\nabla\cdot(\psi^*\nabla\psi-\psi\nabla\psi^*) .$$

The last form holds because the products $\nabla\psi^*\cdot\nabla\psi$ cancel. Since $\psi^*\nabla\psi=\tfrac12\nabla I+iI\nabla\phi$, the bracket is $2iI\nabla\phi$, and

$$-k\,\frac{\partial I}{\partial z}=\nabla\cdot(I\nabla\phi).$$

This is the transport-of-intensity equation: electrons flow sideways along the phase gradient. It does not require a weak phase. If $I=I_0$ is uniform at $z=0$, it becomes a Poisson equation,

$$\nabla^2\phi=-\frac{k}{I_0}\frac{\partial I}{\partial z}.$$

The derivative comes from the pair. In the Taylor series of $I(\pm\Delta z)$ the even terms cancel on subtraction:

$$\frac{I_+-I_-}{2\Delta z}=\frac{\partial I}{\partial z}+\frac{\Delta z^2}{6}\frac{\partial^3I}{\partial z^3}+\dots$$

A difference between one defocused image and the focused one keeps the $\partial^2I/\partial z^2$ term, an error of first order in $\Delta z$. For a pure phase object this term is of second order in the phase (the ripple intensity above is odd in $z$ to first order in $A$), so it fades for very weak phases.

Now assume that the field repeats periodically. With the transform kernel $e^{-2\pi i\mathbf q\cdot\mathbf r}$, the Laplacian becomes $-4\pi^2q^2$, so

$$-4\pi^2q^2\hat\phi=-\frac{k}{I_0}\,\frac{\hat I_+-\hat I_-}{2\Delta z}.$$

Dividing and using $k/(8\pi^2)=1/(4\pi\lambda)$ gives

$$\boxed{\hat\phi(\mathbf q)=\frac{\hat I_+(\mathbf q)-\hat I_-(\mathbf q)}{4\pi\lambda\,\Delta z\,I_0\,q^2},\qquad \mathbf q\neq0}$$

At $\mathbf q=0$ the equation says nothing about $\hat\phi$. The mean phase is free, and heights must be read against a reference point. Every other coefficient is fixed, so the periodic solution is unique up to that constant.

The algorithm is:

1. Register the two images in position, scale and rotation, bring them to the same mean count, and take $I_0$ as that mean.
2. Fourier transform $I_+-I_-$.
3. Divide each coefficient by $4\pi\lambda\Delta zI_0q^2$, with $q^2=q_x^2+q_y^2$ and frequencies in cycles per unit length. Set the $\mathbf q=0$ coefficient to zero.
4. Transform back and subtract the phase at the reference point.

Exchanging the two images reverses the sign of the phase.

The ripple calculation also shows what finite defocus does. The data contain $\sin a$ while the formula divides by $a$, so a weak component is returned multiplied by $\sin a/a$. At a period of 32 nm this factor is 0.904 for the present defocus, and images simulated with the full non-paraxial propagator give the same value. The loss reaches 1 % at a period of 57 nm. Shorter periods need a smaller defocus, or division by $\sin a$ in place of $a$, which is valid for weak phases away from the zeros of $\sin a$.

## Noise at every frequency

Let $D(\mathbf q)=\sum_j(n_{+,j}-n_{-,j})e^{-2\pi i\mathbf q\cdot\mathbf r_j}$. The exponentials have unit modulus and the counts are independent, so the variance of $D$ is the sum of all pixel variances. For Poisson counts that is the expected number of electrons in the pair, $2N_{\rm tot}$, even if the images are not flat.

The Fourier-series coefficient of the phase is $c_{\mathbf q}=\hat\phi/P$, and $I_0$ is now the mean count $N$. Its rms noise is

$$s(q)=\frac{1}{P}\,\frac{\sqrt{2N_{\rm tot}}}{4\pi\lambda\Delta z\,N\,q^2}
=\frac{\sqrt{2/N_{\rm tot}}}{4\pi\lambda\,\Delta z\,q^2}.$$

The small fluctuation of the measured mean $I_0$ is neglected. The amplitude grows as $q^{-2}$ towards low frequency, and the noise power as $q^{-4}$. The hand result agrees: a complex coefficient has rms modulus $1/\sqrt2$ times the noise of one cosine amplitude, and $0.0130/\sqrt2=0.0092$ rad.

Because the Fourier algorithm divides by $q^2$, it is a poor witness for its own noise law. A separate test used 600 pairs of flat Poisson images on a $64\times64$ grid, with the same field and the same electrons per image. The Poisson equation was solved in real space with a finite-difference Laplacian. The rms coefficients were:

| Period (nm) | Real-space solver (mrad) | $s(q)$ (mrad) |
|---:|---:|---:|
| 512 | 9.06 | 9.19 |
| 256 | 2.35 | 2.30 |
| 128 | 0.571 | 0.574 |
| 64 | 0.146 | 0.144 |

The fitted power of $q$ is $-1.99$. Each row averages 1200 independent squared moduli, so its expected statistical error is $1/(2\sqrt{1200})$, or 1.4 %. The differences of up to 2.4 % are compatible with that.

The law needs white count noise and an unmodified inverse. If the detector spreads each recorded count over neighbouring pixels, the noise amplitude is multiplied by the Fourier transform of the normalised spreading weights. Take Gaussian weights proportional to $e^{-m^2/(2\beta^2)}$ at a distance of $m$ pixels along each axis, with $\beta=0.5$. A straight-line fit of the logarithm of the noise amplitude against the logarithm of $q$, over all frequencies, then gives a slope of $-2.48$. This is not a new power law. For a wave along one axis and a pixel width $p=2$ nm, the factor is $(1+2e^{-2}\cos2\pi qp)/(1+2e^{-2})$, apart from the very small weights at $m=\pm2$. At a period of 64 nm it is still 0.996, and slower noise is changed even less. A high-pass filter applied to the solution suppresses the slow noise, but it multiplies the slow thickness variations by the same factor.

## From modes to a thickness error

Noise in one pixel of the phase map is the sum over all modes. Put $\mathbf q=\mathbf n/L$ with integer $n_x,n_y$. Then

$$\sigma_\phi^2=\sum_{\mathbf n\neq0}s^2=\Gamma^2\,\frac{2S}{N_{\rm tot}},\qquad S=\sum_{\mathbf n\ne0}\frac1{|\mathbf n|^4}.$$

The first terms are $4+1+0.25+0.32+\dots$, and the full sum is $S=6.027$. The four longest waves carry $4/S=66$ % of the variance. Extending the sum beyond the $256\times256$ grid adds at most about $2\pi\int_{128}^\infty n^{-3}dn=2\times10^{-4}$. Numerically,

$$\sigma_\phi=83.18\sqrt{\frac{2\times6.027}{1.638\times10^8}}=0.0226\ \text{rad}.$$

Suppose a height is read as the phase at the field's centre minus that at its corner. The points differ by $(L/2,L/2)$, so a mode enters with the factor $|1-(-1)^{n_x+n_y}|^2$, which is 4 for odd $n_x+n_y$ and 0 for even. The even points can be written $(u+v,u-v)$ with integer $u,v$. Their squared length is $2(u^2+v^2)$, so they contribute $S/4$ and the odd points $3S/4$. The height variance is thus $4\times\tfrac34=3$ times the pixel variance, and $\sigma_{\rm height}=\sqrt3\,\sigma_\phi=0.039$ rad.

## A bump on an amorphous silicon film

Inside a film of mean inner potential $V_0$ the electron is slightly faster, and its phase advances by $\phi=C_EV_0t$ over a thickness $t$. Here $C_E=dk/dU$ at accelerating voltage $U$. With $U_r=mc^2/e$, the relativistic wavenumber obeys $k^2\propto U(U+2U_r)$. Taking half the logarithmic derivative gives

$$C_E=k\,\frac{U+U_r}{U(U+2U_r)}=0.00729\ \text{rad/(V nm)}.$$

With $V_0=12$ V, a rough value for amorphous silicon, the phase is 0.0875 rad per nm. A uniform base film adds a constant that drops out.

The bump has the Gaussian profile $h\,e^{-r^2/(2w^2)}$ with height $h=5$ nm and $w=40$ nm, so its peak phase is 0.437 rad. At its centre $\nabla^2\phi=-2\phi/w^2$. The transport equation then predicts an overfocus contrast of

$$\frac{\lambda\Delta z}{2\pi}\,\frac{2\times0.437}{40^2}=0.022,$$

and the image simulated without absorption shows 2.2 %. Without noise the algorithm returns 4.999 nm. Doubling the defocus from 100 to 200 µm multiplies the rms phase error by 4.00, as the second-order error requires. For a one-sided difference the factor is 1.91, near the first-order value of 2.

With 2500 electrons per pixel and image, the height noise is $0.039/0.0875=0.45$ nm. Simulated Poisson pairs give 0.46 nm. Averaging over 22 nm squares at both points leaves 99 % of it, because the dominant waves are far longer than the squares, and it lowers the height by 0.12 nm. Read as centre minus corner, shot noise of 0.1 nm would take about $5\times10^4$ electrons per pixel, twenty times the dose. A nearer reference rejects more of the longest waves: against the mean over a ring of radius 150 nm the noise is about 0.22 nm, and fitting the height of a bump of known width to the difference image gives 0.13 nm.

More defocus also reduces shot noise, but it increases the blur caused by the finite size of the source. Illumination tilted by $\theta$ shifts a defocused image by $\theta\Delta z$. A Gaussian spread of angles, with rms value $\alpha$ along each axis, therefore blurs both images by a Gaussian of rms width $b=\alpha\Delta z$ along each axis and lowers the bump to $w^2/(w^2+b^2)$ of its height. For fixed dose, bump and $\alpha=20$ µrad, the height errors are:

| $\Delta z$ (µm) | Finite defocus (nm) | Source blur (nm) | Shot noise (nm) |
|---:|---:|---:|---:|
| 50 | −0.0002 | −0.003 | 0.89 |
| 100 | −0.001 | −0.012 | 0.45 |
| 200 | −0.004 | −0.049 | 0.22 |
| 400 | −0.016 | −0.19 | 0.11 |

At 400 µm the blur has overtaken the shot noise. A narrower bump would reach that point at a smaller defocus.

## What a real measurement breaks

The model treats the film as a pure phase object. An energy-filtered image of a smooth amorphous film also shows absorption, whose effect is estimated below. The defocus is far larger than that used for atomic-resolution imaging, as slow phase variations require. Crystalline silicon adds Bragg contrast, and unfiltered images add an inelastic background; neither is included here.

**Uneven illumination** gives the largest of the errors estimated here when the field contains the whole bump, with the mismatch, shift and absorption assumed in this example. Let $I_+$ be multiplied by $1+\varepsilon\cos(2\pi x/L)$, with $\varepsilon=0.1$ % and its maximum at the corner. The false phase amplitude is $\varepsilon\Gamma=0.083$ rad. Centre minus corner changes by $-2\varepsilon\Gamma=-0.166$ rad, or $-1.9$ nm. That is four times the shot noise, and a larger dose does not reduce it. This is the worst position of the ripple: shifted by a quarter period it leaves centre minus corner unchanged, although the map is still wrong by up to 0.95 nm.

**A feature at the edge** breaks periodicity. A periodic solution forces the phase and its slope to match on opposite edges, which also sets the net flow through the boundary to zero. Zero net flow is not enough: a bump centred exactly on the edge sends no flow across it, yet the map is wrong by 2.4 nm. With the bump centred 40 nm inside the edge, the largest error in the map, after removing the mean, is 3.7 nm. The field should therefore extend well past the feature, or the boundary slopes must be supplied. A larger field has a price: at fixed dose per pixel $\Gamma\propto L^2$ and $\sqrt{N_{\rm tot}}\propto L$, so the centre-minus-corner noise grows in proportion to $L$.

**Absorption** changes the single images strongly but the recovered height only a little. With a rough mean free path $\Lambda=150$ nm, $I=e^{-t/\Lambda}$ depends on thickness alone. The centre of the bump is then 3.3 % darker than its surroundings in focus. This exceeds the lens contrast, so the patch stays dark on both sides of focus, by 1.1 % overfocus and 5.4 % underfocus. The focused image then also carries thickness information, if $\Lambda$ is known. Subtracting the pair removes most of the common darkening. What remains is small because $I\nabla\phi=\nabla[C_EV_0\Lambda(1-e^{-t/\Lambda})]$ is a pure gradient, and the solver returns the bracket divided by the mean intensity. For a height $h\ll\Lambda$ the loss is about $h^2/(2\Lambda)=0.08$ nm, and the simulation gives 0.076 nm.

**Misregistration** of the pair by one 2 nm pixel produces a largest error of 0.12 nm with this absorption and 0.08 nm without it. Refocusing over 200 µm can also change the magnification and rotation of the image. An uncorrected scale difference of 1 % about the bump shifts the height by 0.05 nm without absorption and by about 0.1 nm with it, and with absorption an uncorrected 1 % difference in exposure shifts it by about 0.12 nm. **Spherical aberration** of 1.2 mm adds a phase $\tfrac{\pi}{2}C_s\lambda^3q^4$ of only $3\times10^{-9}$ rad at the 57 nm period, which is negligible.

Most of these values are in the numerical output below. For this film, dose and defocus, with the height read as centre minus corner, an illumination mismatch of 0.1 % over the longest period with its maximum at the corner costs more than the shot noise, so it should be reduced before more electrons are collected. The two errors are equal at a mismatch of about 0.02 % (from $0.1\times0.45/1.9$), and below that the rms shot noise is the larger of the two. The crossover depends on the reference: against the 150 nm ring the two errors are 0.65 and 0.22 nm, equal near 0.035 %.

## Computed results

```
Accelerating voltage: 200 kV
Wavelength: 2.508 pm
Interaction constant: 0.007288 rad/(V nm)
Mean inner potential (rough): 12 V
Bump height: 5 nm
Bump rms radius: 40 nm
Field width: 512 nm
Pixel: 2 nm
Defocus, each side: 100 um
Electrons per pixel and image: 2500
Electrons per image: 1.638e+08
Phase per thickness: 0.08746 rad/nm
True peak phase: 0.43730 rad
Largest overfocus contrast: 2.217 %
Recovered peak phase, no noise: 0.43722 rad
Recovered height, no noise: 4.9990 nm
Transport equation, largest relative error: 2.3e-07
Error ratio on doubling defocus, symmetric: 3.997
Error ratio on doubling defocus, one-sided: 1.906
Transfer at 32 nm period, simulated: 0.90421
Transfer at 32 nm period, sin(a)/a: 0.90421
Shortest period with 1 % loss: 56.67 nm
Mode noise, period 512 nm: real-space 9.0581, formula 9.1901 mrad
Mode noise, period 256 nm: real-space 2.3537, formula 2.2975 mrad
Mode noise, period 128 nm: real-space 0.5712, formula 0.5744 mrad
Mode noise, period 64 nm: real-space 0.1461, formula 0.1436 mrad
Noise slope, real-space solver: -1.991
Noise slope, Fourier solver: -2.0000
Noise slope with 0.5 pixel detector blur: -2.48
Lattice sum S: 6.0268
Variance share of four lowest modes: 66.4 %
Lowest-mode gain L^2/(4 pi lambda dz): 83.18 rad
Phase noise per pixel, formula: 0.02256 rad
Phase noise per pixel, Monte Carlo: 0.02275 rad
Height noise, formula: 0.447 nm
Height noise, Monte Carlo: 0.455 nm
Height noise ratio after 22 nm averaging: 0.990
Electrons per pixel for 0.1 nm height noise: 4.99e+04
Height errors in nm: finite defocus, source blur, shot noise
  defocus 50 um: -0.00024, -0.0031, 0.894
  defocus 100 um: -0.00097, -0.0125, 0.447
  defocus 200 um: -0.00389, -0.0494, 0.223
  defocus 400 um: -0.01558, -0.1910, 0.112
Source angle, rms: 20 urad
Absorption mean free path (rough): 150 nm
Height error from absorption: -0.076 nm
Illumination mismatch amplitude: 0.1 %
Height error from mismatch: -1.905 nm
Largest error, 1 pixel shift, no absorption: 0.076 nm
Largest error, 1 pixel shift, absorption: 0.116 nm
Largest error, bump cut by field edge: 3.689 nm
Spherical aberration coefficient: 1.2 mm
Aberration phase at 1 % band limit: 2.9e-09 rad
```
